# Aged Ferroelectric Loops from Frozen Defect Polarization in a Landau Model, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one biased region to the averaged loop

A uniaxial ferroelectric has been left for a long time in a state with equal volumes of up and down domains. Its charged defects have formed dipoles, and in each region these dipoles have turned parallel to the local polarization. The sample is then cycled in an electric field fast enough that the dipoles keep their directions.

Label each region by its original domain direction, $s=+1$ for up and $s=-1$ for down. Let $P$ be the switchable polarization of a region, $sP_d$ its frozen defect polarization with $P_d>0$, and $E$ the applied field. The energy density of region $s$ is taken as

$$
f_s(P)=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4-\kappa sP_dP-E\,(P+sP_d),
$$

with $\alpha,\beta,\kappa>0$. The first two terms are the Landau energy below the transition. The third couples the defects to the lattice polarization and is lowest when the two are parallel. The last is the energy of the total polarization in the field.

The following assumptions hold until they are examined in part (i). The regions run side by side from one electrode to the other, so all feel the same $E$. Within a region $P$ is uniform. The field changes slowly, so $P$ stays in its local energy minimum until that minimum disappears, and then moves downhill to the remaining one. The field amplitude is large enough to switch every region in both directions, unless stated otherwise.

A loop is called pinched here if its rising-field and falling-field branches coincide in an interval around $E=0$ but are separate at larger fields of both signs. The task is to find out whether, and when, the average over the two kinds of region gives such a loop.

### (a) What do the frozen dipoles do to the equation of state of one region? Would it be enough to replace $P$ by $P+sP_d$ in the Landau energy?

**Solution.** At a minimum the derivative of $f_s$ with respect to $P$ vanishes. The term $-EsP_d$ does not contain $P$ and drops out:

$$
-\alpha P+\beta P^3-\kappa sP_d-E=0 .
$$

Define the bias field $E_b=\kappa P_d>0$ and move the two field terms to the right:

$$
-\alpha P+\beta P^3=E+sE_b\equiv x. \tag{1}
$$

Region $s$ therefore behaves as an unaged ferroelectric in the net field $x=E+sE_b$. In an up region the bias points up and in a down region it points down. In both cases it favours the original domain.

The separate coupling $\kappa$ is needed for this. Suppose that the frozen polarization were only inserted into the Landau polynomial. With $Q=P+sP_d$ the energy would be

$$
-\frac{\alpha}{2}Q^2+\frac{\beta}{4}Q^4-EQ .
$$

Since $sP_d$ is constant, minimizing over $P$ is the same as minimizing over $Q$, and this expression contains no trace of $s$. The total polarization $Q$ would follow the loop of the unaged material. The substitution renames the variable and produces no bias. A bias appears only if the energy depends on $P$ and $sP_d$ in a way that this change of variable does not remove, as the term with $\kappa$ does.

### (b) Find the range of net field in which each polarization state survives, and give the polarization on the upper branch in closed form.

**Solution.** Let $P_0=\sqrt{\alpha/\beta}$, which is the positive solution of (1) at $x=0$. A stationary point is a minimum if the second derivative of the energy is positive:

$$
-\alpha+3\beta P^2>0\quad\Longleftrightarrow\quad |P|>\frac{P_0}{\sqrt3}.
$$

The upper branch, with $P>0$, thus ends at $P=P_0/\sqrt3$. Using $\beta P_0^2=\alpha$ in (1), the net field there is

$$
x=-\frac{\alpha P_0}{\sqrt3}+\frac{\alpha P_0}{3\sqrt3}=-\frac{2\alpha P_0}{3\sqrt3}\equiv-E_c .
$$

This defines the coercive field of the unaged material,

$$
E_c=\frac{2\alpha P_0}{3\sqrt3}. \tag{2}
$$

Equation (1) is unchanged when $P$ and $x$ both change sign. The lower branch therefore ends at $x=+E_c$. The upper state exists for $x\ge-E_c$, the lower state for $x\le E_c$, and both exist for $|x|<E_c$.

For the closed form, write $P=(2P_0/\sqrt3)\cos\varphi$. Then

$$
\begin{aligned}
-\alpha P+\beta P^3
&=\alpha P_0\left[\left(\frac{P}{P_0}\right)^3-\frac{P}{P_0}\right]\\
&=\alpha P_0\left[\frac{8}{3\sqrt3}\cos^3\varphi-\frac{2}{\sqrt3}\cos\varphi\right]\\
&=\frac{2\alpha P_0}{3\sqrt3}\left[4\cos^3\varphi-3\cos\varphi\right]
=E_c\cos3\varphi .
\end{aligned}
$$

The last step uses $\cos3\varphi=4\cos^3\varphi-3\cos\varphi$. Equation (1) becomes $\cos3\varphi=x/E_c$. Taking $3\varphi=\arccos(x/E_c)$ between $0$ and $\pi$ gives

$$
P_{\rm up}(x)=\frac{2P_0}{\sqrt3}\cos\left[\frac13\arccos\frac{x}{E_c}\right],\qquad |x|\le E_c. \tag{3}
$$

This is the upper branch, because $\varphi$ then lies between $0$ and $\pi/3$ and $P$ between $2P_0/\sqrt3$ and $P_0/\sqrt3$. At $x=0$ it gives $(2P_0/\sqrt3)\cos(\pi/6)=P_0$, as it must. For $x>E_c$ the same steps with $\cosh3\varphi=4\cosh^3\varphi-3\cosh\varphi$ give

$$
P_{\rm up}(x)=\frac{2P_0}{\sqrt3}\cosh\left[\frac13\operatorname{arcosh}\frac{x}{E_c}\right],\qquad x\ge E_c .
$$

The lower branch follows from the sign symmetry: $P_{\rm low}(x)=-P_{\rm up}(-x)$.

### (c) At which applied fields do the two kinds of region switch, and in which order?

**Solution.** A region switches down when its net field reaches $-E_c$ and up when it reaches $+E_c$. Since $E=x-sE_b$,

$$
E_{\rm down}^{(s)}=-E_c-sE_b,\qquad E_{\rm up}^{(s)}=E_c-sE_b. \tag{4}
$$

The loop of an up region is shifted by $-E_b$ along the field axis and that of a down region by $+E_b$. Neither loop changes its width $2E_c$.

Start from a large positive field, with all regions up, and lower the field. The down regions switch first, at $E_b-E_c$. The up regions follow at $-E_b-E_c$. When the field rises again from a large negative value, the up regions switch first, at $E_c-E_b$, and the down regions at $E_c+E_b$. In each sweep the regions that go first are those returning to their original direction.

The sign of $E_b-E_c$ is now important. If it is positive, the down regions have already turned back before the falling field reaches zero. If it is negative, they are still up at zero field, held there by the energy barrier against their own bias.

### (d) How far apart are the two branches of an unbiased loop at a given field?

**Solution.** Both states exist for $|x|<E_c$. There the vertical opening is

$$
g(x)=P_{\rm up}(x)-P_{\rm low}(x)=P_{\rm up}(x)+P_{\rm up}(-x).
$$

Put $\theta=\arccos(x/E_c)$, so that $\arccos(-x/E_c)=\pi-\theta$. With (3) and the sum rule for two cosines,

$$
\begin{aligned}
g(x)&=\frac{2P_0}{\sqrt3}\left[\cos\frac{\theta}{3}+\cos\frac{\pi-\theta}{3}\right]\\
&=\frac{2P_0}{\sqrt3}\;2\cos\frac{\pi}{6}\;\cos\left(\frac{2\theta-\pi}{6}\right)\\
&=2P_0\cos\left[\frac13\left(\theta-\frac{\pi}{2}\right)\right].
\end{aligned}
$$

The factor $2\cos(\pi/6)=\sqrt3$ has cancelled the $\sqrt3$ in the denominator. Since $\theta-\pi/2=-\arcsin(x/E_c)$ and the cosine is even,

$$
g(x)=2P_0\cos\left[\frac13\arcsin\frac{x}{E_c}\right]\quad(|x|<E_c),\qquad g(x)=0\quad(|x|>E_c). \tag{5}
$$

The opening is $2P_0$ at the centre. It falls only to $2P_0\cos(\pi/6)=\sqrt3P_0$ as the edge is approached from inside, and then drops to zero.

Inside the open range $g$ is also concave, which part (e) will use. On a stable branch, differentiating (1) gives

$$
\frac{dP}{dx}=\frac{1}{3\beta P^2-\alpha}.
$$

A second differentiation, with the chain rule, gives

$$
\frac{d^2P}{dx^2}=-\frac{6\beta P}{(3\beta P^2-\alpha)^3}.
$$

On the upper branch $P$ and the bracket are both positive, so $P_{\rm up}''<0$. Hence $g''(x)=P_{\rm up}''(x)+P_{\rm up}''(-x)<0$.

### (e) Average the two kinds of region in equal parts. When is the result pinched, and what is its remanence?

Each region behaves as an unaged ferroelectric whose loop is shifted along the field axis by its frozen dipoles, with the switching fields (4) and the vertical opening (5). It remains to average the two kinds of region, find when the result is pinched, and examine the losses, a numerical example and the limits of the model.
